# Repairing a Smeared Electron–Phonon Collision Matrix and Recovering Onsager Symmetry, part 1

(Sections cited here and not found follow in the second part.)

A linearized Boltzmann calculation for a two-dimensional model band at 300 K, with the energy delta function replaced by a Gaussian of width 10 meV, gives a Peltier coefficient $\Pi=-0.086026$ V and a Seebeck coefficient $\alpha$ with $T\alpha=-0.085484$ V. The Kelvin relation requires the two to be equal. They differ by $6.3\times10^{-3}$ of $\Pi$, and a solution on a fine energy grid with the same width reproduces the gap, so the $k$ mesh is not its cause. The cause lies in the smeared collision matrix.

## The model and the linearized collision matrix

Electrons of charge $-e$ and spin degeneracy 2 scatter on phonons held in equilibrium, without a magnetic field. The example takes round parameters: a parabolic band with $m=0.5\,m_e$, a square cell with $a=0.3$ nm, $\mu=-30$ meV from the band bottom, states up to 300 meV, two flat modes with $(\hbar\omega,g)=(20,60)$ and $(45,100)$ meV, and $|g_{kk'}|^2=g^2/(1+|k-k'|^2/q_0^2)$ with $q_0=0.5$ nm$^{-1}$. A $\Gamma$-centred $N\times N$ grid with $N=240$ puts 1617 states in the window. With $\beta=1/k_BT$ and $\sigma=10$ meV, $\beta\sigma=0.3868$.

Write $f=f_k$, $f'=f_{k'}$, let $n$ be the Bose factor and $G$ the normalized Gaussian of width $\sigma$, and set $p_{kk'}=2\pi|g_{kk'}|^2/\hbar N^2=p_{k'k}$. For one mode (a sum over modes is implied) the mismatches are $x=\varepsilon-\varepsilon'-\hbar\omega$ for emission and $y=\varepsilon-\varepsilon'+\hbar\omega$ for absorption, and the golden rule gives

$$C_k=-\sum_{k'}p_{kk'}\Big\{G(x)\big[f(1-f')(n+1)-f'(1-f)n\big]+G(y)\big[f(1-f')n-f'(1-f)(n+1)\big]\Big\}.$$

The derivative of the first bracket with respect to $f$ is $(1-f')(n+1)+f'n=n+1-f'$, and of the second $(1-f')n+f'(n+1)=n+f'$. With respect to $f'$ they give $-(n+f)$ and $-(n+1-f)$. Define, with Fermi functions from here on,

$$R_{kk'}=p_{kk'}\big[G(x)(n+1-f')+G(y)(n+f')\big],\qquad \Gamma_k=\sum_{k'}R_{kk'} .$$

Exchanging $k$ and $k'$ sends $x\to-y$, and $G$ is even, so $R_{k'k}=p_{kk'}[G(y)(n+1-f)+G(x)(n+f)]$, which is the coefficient of $\delta f_{k'}$. Thus $\delta C_k=-\Gamma_k\delta f_k+\sum_{k'}R_{k'k}\delta f_{k'}$. With $w=f(1-f)$ and $\delta f_k=\beta\sqrt{w_k}\,\psi_k$ this reads $\delta C_k=-\beta\sqrt{w_k}(M\psi)_k$, where

$$M_{kk'}=\Gamma_k\delta_{kk'}-R_{k'k}\sqrt{w_{k'}/w_k}=\Gamma_k\delta_{kk'}-\frac{W_{k'k}}{\sqrt{w_kw_{k'}}},\qquad W_{kk'}=w_kR_{kk'} .$$

The numerical check, whose output follows the text, compares $M$ with a central difference of $C$.

## Transport coefficients

In the steady state $v_x\partial_xf_0-eEv_x\partial_\varepsilon f_0=\delta C$. Since $\partial_\varepsilon f_0=-\beta w$ and $\partial_x[\beta(\varepsilon-\mu)]=-\beta[\partial_x\mu+(\varepsilon-\mu)\partial_xT/T]$, the left side is $\beta wv_x[e\mathcal E+(\varepsilon-\mu)\partial_xT/T]$ with $\mathcal E=E+\partial_x\mu/e$. Dividing by $-\beta\sqrt w$,

$$M\psi=b_1\mathcal E+b_2\,(-\partial_xT/T),\qquad b_1=-e\sqrt w\,v_x,\quad b_2=(\varepsilon-\mu)\sqrt w\,v_x .$$

The currents are $j=c\sum(-e)v_x\delta f=c\beta\,b_1^T\psi$ and $j_Q=c\sum(\varepsilon-\mu)v_x\delta f=c\beta\,b_2^T\psi$ with $c=2/N^2a^2$, so $L_{ab}=c\beta\,b_a^TM^{-1}b_b$, with the meaning of the inverse fixed below. The sheet conductivity is $L_{11}$. Setting $j=0$ gives $\mathcal E=(L_{12}/L_{11})\,\partial_xT/T$, hence $T\alpha=L_{12}/L_{11}$, and inserting this in $j_Q=-\kappa\,\partial_xT$ gives $\kappa=(L_{22}-L_{21}L_{12}/L_{11})/T$. Setting $\partial_xT=0$ gives $\Pi=j_Q/j=L_{21}/L_{11}$. The Kelvin relation is therefore the Onsager relation $L_{12}=L_{21}$, which holds if $M$ is symmetric. (The output writes S for $\alpha$.) The prefactor is tested on $M=1/\tau$, which must give the Drude value $n_se^2\tau/m$; the density is $n_s=1.472\times10^{16}$ m$^{-2}$.

## What smearing breaks

The off-diagonal elements of $M$ are symmetric if and only if $W_{kk'}=W_{k'k}$, which is detailed balance. The terms that share $G(x)$ have the ratio $\rho=w(n+1-f')/[w'(n+f)]$. Put $A_0=e^{\beta(\varepsilon'-\mu)}$, $B_0=e^{\beta\hbar\omega}$, $C_0=e^{\beta(\varepsilon-\mu)}=A_0B_0e^{\beta x}$. Then $w=C_0/(1+C_0)^2$, $w'=A_0/(1+A_0)^2$, and over common denominators $n+1-f'=(A_0B_0+1)/[(B_0-1)(A_0+1)]$ and $n+f=(C_0+B_0)/[(B_0-1)(C_0+1)]$. Dividing,

$$\rho=\frac{C_0(A_0B_0+1)(1+A_0)}{A_0(1+C_0)(C_0+B_0)} .$$

On shell $C_0=A_0B_0$ and $\rho=B_0(1+A_0)/(A_0B_0+B_0)=1$. Off shell, $d\ln\rho/d(\beta x)=1-C_0/(1+C_0)-C_0/(C_0+B_0)$, which at $x=0$ equals $f-(1-f')$, so

$$\rho=1-(1-f-f')\,\beta x+O(\beta^2x^2).$$

In the nondegenerate limit $A_0\to\infty$ the ratio tends to $A_0B_0/C_0=e^{-\beta x}$, and completing the square gives the Gaussian average $e^{\beta^2\sigma^2/2}=1.0777$. For the pair $75\to20$ meV with $\hbar\omega=45$ meV, $x=\sigma$, and the definition gives

$$\rho=\frac{0.0169\times0.9831\times(1.2127-0.1263)}{0.1263\times0.8737\times(0.2127+0.0169)}\approx0.71,$$

or 0.7136 with unrounded inputs. The linear form, with $f$ taken on shell, gives 0.6716. A single pair violates detailed balance at first order in $\beta x$, here by 29% of the backward term $w'(n+f)$.

Let $u=\sqrt w/\|\sqrt w\|$. The vector $\psi\propto u$ is $\delta f\propto\beta w$, a shift of $\mu$, and $\sum\delta f\propto u^T\psi$ is the excess particle number. Stationarity of a shifted equilibrium needs $Mu=0$, and particle conservation needs $u^TM=0$. From the definition,

$$(M\sqrt w)_k=\frac1{\sqrt{w_k}}\sum_{k'}(W_{kk'}-W_{k'k}),\qquad (\sqrt w^{\,T}M)_{k'}=\sqrt{w_{k'}}\Big(\Gamma_{k'}-\sum_kR_{k'k}\Big).$$

The second expression vanishes identically when the loss and gain terms use the same $R_{k'k}$. A fixed width therefore breaks detailed balance but conserves particles. Conservation fails with an adaptive width taken from the summed state, $\sigma_{k'}$ in row $k$: then $\Gamma_{k'}$ is built from $R_{k'k}[\sigma_k]$ while the gain terms in column $k'$ use $R_{k'k}[\sigma_{k'}]$. A pair width, $\sigma_{kk'}^2=(\sigma_k^2+\sigma_{k'}^2)/2$, makes the two equal again. The example uses $\sigma_k^2=(5\ \text{meV})^2+(0.7\hbar v\Delta k)^2$, from 5.0 to 19.1 meV, and residuals relative to the mean rate $\bar\Gamma=\sum u_k^2\Gamma_k=3.29\times10^{12}$ s$^{-1}$.

| width | $\lVert u^TM\rVert/\bar\Gamma$ | $\lVert Mu\rVert/\bar\Gamma$ |
|---|---|---|
| fixed | $2\times10^{-16}$ | 0.0355 |
| adaptive | 0.0449 | 0.0229 |
| pair | $2\times10^{-16}$ | 0.0302 |

With the adaptive width and $\dot\psi=-M\psi$, the excess particles of a shift of $\mu$ leak at the initial rate $u^TMu=1.40\times10^{10}$ s$^{-1}$. The Fermi function itself is not stationary under smearing either: at fixed width $\|C[f_0]\|=0.034\,\bar\Gamma\|f_0\|$, a term the linearized equation discards.

## The Onsager asymmetry

If the grid, the energies, $|g|^2$ and the widths are invariant under $k\to-k$, then $M$ commutes with this parity. The sources $b_a$ are odd and $u$ is even, so $M^{-1}$ means the inverse in the odd subspace. There write $M=S+A$ with $S=(M+M^T)/2$, $A=(M-M^T)/2$, and assume $S>0$, which is tested in the example. The matrix $B=S^{-1/2}AS^{-1/2}$ is antisymmetric, so $1-B^2=1+B^TB\ge1$ is invertible, and $(1+B)(1-B)=1-B^2$ gives

$$M^{-1}=S^{-1/2}\big[(1-B^2)^{-1}-B(1-B^2)^{-1}\big]S^{-1/2}.$$

The first term is symmetric and the second antisymmetric, because $B^2$ is symmetric and commutes with $B$. The symmetric part equals $(S-AS^{-1}A)^{-1}$ and is bounded above by $S^{-1}$, so $L_{11}(S)\ge L_{11}(M)$ with a difference of order $B^2$. The antisymmetric part enters $L_{12}$ and $L_{21}$ with opposite signs, so with $\psi_a=S^{-1}b_a$,

$$L_{12}-L_{21}=-2c\beta\,\psi_1^TA\psi_2+O(B^3).$$

In the example the direct solution gives $2.0730\times10^{-7}$ A and the first-order term $2.0735\times10^{-7}$ A. Scaling $A$ by $1/2$ and by $1/4$ gives remainders in the ratio 7.999, against 8 for a cubic. The opening numbers follow: $L_{21}=\Pi L_{11}=-0.086026\times3.82396\times10^{-4}=-3.2896\times10^{-5}$ A, and $2.0730\times10^{-7}/(-3.2896\times10^{-5})=-6.30\times10^{-3}$. Replacing $M$ by $S$ raises $L_{11}$ by $8.6\times10^{-5}$ of itself and gives $T\alpha=\Pi=-0.085755$ V, the mean of the two naive values to the digits shown. The relation $L(S)=\tfrac12(L+L^T)+O(B^2)$ guarantees the mean only up to a relative $O(B^2)$, the order of the $8.6\times10^{-5}$ shift of $L_{11}$; the closer agreement arises because in this example $L_{12}$ and $L_{11}$ shift by nearly the same fraction.

The asymmetry needs in-scattering. If $|g|^2$ does not depend on $k-k'$, the gain term depends on $k'$ through $\varepsilon'$ alone, the contributions of $k'$ and $-k'$ cancel for odd $\psi$, and $M$ acts as the diagonal $\Gamma_k$. Then $L_{12}=L_{21}=c\beta\sum b_1b_2/\Gamma$ for any width; the check finds $L_{12}=L_{21}$ to $10^{-10}$ at 10 meV.

The order in $\sigma$ follows from $A_{kk'}=(W_{kk'}-W_{k'k})/2\sqrt{ww'}$. Collecting the $G(x)$ and $G(y)$ terms, $W_{kk'}-W_{k'k}=D_{kk'}-D_{k'k}$ with $D_{kk'}=p_{kk'}G(x)\,w'(n+f)(\rho-1)$. With $\phi=\psi/\sqrt w$, and relabelling the second term,

$$\psi_1^TA\psi_2=\tfrac12\sum_{kk'}D_{kk'}\,(\phi_{1k}\phi_{2k'}-\phi_{1k'}\phi_{2k}).$$

When the grid resolves the Gaussian, the double sum is an integral. Write $\rho-1=\rho_1\beta x+\rho_2\beta^2x^2+\dots$ and integrate over all variables except $x$, which leaves $\int dx\,G(x)[\beta xH_1(x)+\beta^2x^2H_2(x)+\dots]$. Since $\int xG\,dx=0$ and $\int x^2G\,dx=\sigma^2$, this is $\sigma^2[\beta H_1'(0)+\beta^2H_2(0)]$ at leading order. For a fixed $H_1$, a kink at $x=0$, as a threshold can produce, replaces $H_1'(0)$ by the mean of the one-sided slopes and keeps the order. The $\phi_a$ inside $H_1$ depend on $\sigma$ themselves and change on the scale $\sigma$ near an emission threshold; $H_1$ then still varies by $O(\sigma)$ over $|x|\lesssim\sigma$, so the order $\sigma^2$ is kept, but the coefficient need not be the one obtained from the $\sigma\to0$ solutions. The first-order violations of pairs with $x>0$ and $x<0$ cancel. On a grid too coarse to resolve the Gaussian the sum is not an integral and this cancellation is not assured; the comparison below shows that the present grid is fine enough at 10 meV.

The test uses an independent reduction for the isotropic band. With $\psi=\chi(\varepsilon)\cos\theta$ the loss term needs the angular average $K_0$ of the form factor $q_0^2/(X-Y\cos\vartheta)$, where $X=q_0^2+k^2+k'^2$ and $Y=2kk'$, and the gain term needs its $\cos\vartheta$ moment $K_1$. The standard integral gives $K_0=q_0^2/Z$ with $Z=\sqrt{X^2-Y^2}$, and $\cos\vartheta=[X-(X-Y\cos\vartheta)]/Y$ gives $K_1=(XK_0-q_0^2)/Y$. At 10 meV this energy grid yields $L_{11}=3.82407\times10^{-4}$ S and asymmetry $-6.309\times10^{-3}$, against $3.82396\times10^{-4}$ S and $-6.302\times10^{-3}$ on the $k$ grid. Between 1.2 and 0.6 meV the exponent is $\log_2(1.070\times10^{-4}/2.774\times10^{-5})=1.95$.

## Why symmetrizing is not enough

In the full space $S$ restores symmetry and loses positivity. At fixed width $u^TSu=u^TMu=0$, while $r=Su=\tfrac12Mu\ne0$ and $u^Tr=0$. The trial vector $u-tr$ gives $-2t\|r\|^2+t^2r^TSr<0$ for small $t>0$, so $S$ has a negative eigenvalue, a mode that grows under $\dot\psi=-S\psi$. Let $P=1-uu^T$ and write the eigenvector as $u+z$ with $z\perp u$. The $u$ component of $S(u+z)=\lambda(u+z)$ is $r^Tz=\lambda$ and the rest is $r+PSPz=\lambda z$, so

$$\lambda=-r^T(PSP-\lambda)^{-1}r .$$

If the lowest eigenvalue $\mu_1$ of $PSP$ on the complement of $u$ is positive, then $|\lambda|\le\|r\|^2/\mu_1$. Here $\|r\|=\tfrac12\times0.0355\times3.29\times10^{12}=5.84\times10^{10}$ s$^{-1}$ and $\mu_1=8.38\times10^{11}$ s$^{-1}$, so the bound is $4.1\times10^{9}$ s$^{-1}$. Diagonalization gives $\lambda=-1.29\times10^9$ s$^{-1}$, which satisfies the secular equation to the tested $10^{-6}$.

The source of the negative part is diagonal. Let $\bar W=(W+W^T)/2$ and $d_k=\tfrac12\sum_{k'}(W_{kk'}-W_{k'k})$, so that $w_k\Gamma_k=\sum_{k'}\bar W_{kk'}+d_k$. Then $\psi^TS\psi=\sum_{kk'}\bar W_{kk'}(\phi_k^2-\phi_k\phi_{k'})+\sum_kd_k\phi_k^2$, and symmetrizing the first sum in $k,k'$ gives

$$\psi^TS\psi=\tfrac12\sum_{kk'}\bar W_{kk'}(\phi_k-\phi_{k'})^2+\sum_kd_k\phi_k^2 .$$

The $d_k$ sum to zero, so some are negative unless all vanish. The projected matrix $PSP$ is symmetric and annihilates $u$, but it keeps $d_k$ and need not be positive. Take four states with $w=1$, $W_{12}=W_{34}=1$ and all other rates 0.01, so $\bar W_{12}=\bar W_{34}=0.505$, $d_1=d_3=0.495$, $d_2=d_4=-0.495$. For $\phi=(1,2,-1,-2)\perp u$ the first sum is $2(0.505)+0.01(4+9+9+16)=1.39$, the second is $0.495(2-8)=-2.97$, and the Rayleigh quotient $-1.58/10$ is an upper bound on the lowest eigenvalue, which is $-0.165$. In the band model $\mu_1$ is positive, but nothing above forces it.

Smearing breaks detailed balance and with it the Kelvin relation, and symmetrizing the collision matrix restores that relation but leaves a negative eigenvalue that comes from the diagonal. It remains to rebuild the diagonal, to handle the null vector in the solution, and to assess the smearing error that is left.
